Crystallization of a thin amorphous oxide: the Avrami exponent three

Suppose that a thermal-budget calculation for an amorphous gate oxide starts from one known time, that at which half the film has crystallized, and must extrapolate to the time at which one per cent has. The answer depends on the exponent n in the law X = 1 − exp(−K tⁿ), where X is the crystalline area fraction. A smaller n puts the onset of crystallization earlier for the same half time. The exponent should therefore come from the way crystals form and grow. For discs that nucleate at a constant rate and spread at a constant speed it is three, under the conditions set out below.

**The model**

An unbounded amorphous film is brought to its anneal temperature at time t = 0 and held there. It then contains no crystals. Four assumptions define its later history.

First, nuclei appear independently of one another, with a constant probability I per unit time and per unit area of film that is still amorphous. Second, each nucleus is a disc through the full film thickness, with negligible radius at birth. Third, the edge of every disc advances at the same constant speed v in all directions in the plane. Fourth, an edge stops where it meets another crystal and continues elsewhere.

Constant v is reasonable when crystal and amorphous film have the same composition, so that atoms need only rearrange at the edge. The driving force and the temperature must also stay fixed, and the discs must be much larger than the critical nucleus for most of their growth, since a strongly curved edge advances more slowly. The algebra contains neither ħ nor the charge or mass of the electron, so it reads the same in atomic units as in nanometres and seconds.

The expected transformed fraction will be shown to be

X(t) = 1 − exp(−K t³),  K = π I v²/3. (1)

**Impingement does not delay the first arrival**

Let nucleus i be born at position rᵢ and time tᵢ. If nothing stood in its way, its edge would reach a point r at

Tᵢ(r) = tᵢ + |r − rᵢ|/v. (2)

With many crystals present, the claim is that r crystallizes at the smallest of these times,

T(r) = minᵢ Tᵢ(r). (3)

It cannot crystallize earlier, because no edge moves faster than v. It remains to show that the crystal i with the smallest Tᵢ(r) is not blocked on its way. Suppose that another crystal j occupied a point s on the straight segment from rᵢ to r before i arrived there. Then Tⱼ(s) < Tᵢ(s). The triangle inequality gives |r − rⱼ| ≤ |s − rⱼ| + |r − s|, and hence

Tⱼ(r) ≤ Tⱼ(s) + |r − s|/v < Tᵢ(s) + |r − s|/v = Tᵢ(r). (4)

The last equality holds because s lies on the segment, so that the distances from rᵢ to s and from s to r add up to |r − rᵢ|. But (4) contradicts the choice of i as the earliest. The path is therefore open, and (3) holds. The transformed region is the union of the discs that would have grown without obstruction.

**Phantom nuclei**

The nuclei are not yet easy to count, because they form only on amorphous film, whose area depends on all earlier nuclei. The difficulty is removed by imagining candidate nuclei scattered over the whole plane at rate I, without regard to what is there. A candidate that falls on amorphous film is real. One that falls inside a crystal is a phantom. The real nuclei then have just the statistics assumed in the model.

Now let the phantoms grow too. Suppose that a phantom is born at (r′, t′) inside a real disc that was born at (r₀, t₀). Being inside means

|r′ − r₀| ≤ v(t′ − t₀). (5)

At a later time t the phantom has radius v(t − t′). Its farthest point from r₀ lies at the distance

|r′ − r₀| + v(t − t′) ≤ v(t′ − t₀) + v(t − t′) = v(t − t₀), (6)

where (5) was used in the first step. The right-hand side is the radius of the host, so the phantom never leaves it. All candidates together cover the same region as the real nuclei alone. The step needs equal speeds: a fast phantom inside a slow crystal would break out.

**The empty cone**

By (3) and (6), a chosen point r is still amorphous at time t if and only if no candidate has reached it. A candidate born at t′ has reached r if it lies within the distance v(t − t′). The dangerous candidates thus fill a cone in the space of position and time, with its tip at (r, t) and its base at t′ = 0. Their expected number is the rate I times the volume of the cone. With the age s = t − t′,

A(t) = I ∫₀ᵗ π v² (t − t′)² dt′ = π I v² ∫₀ᵗ s² ds = π I v² t³/3 = K t³. (7)

Divide the cone into M cells of equal volume A/(I M). Each cell holds a candidate with probability A/M, up to terms that vanish faster as M grows, and the cells are independent. The probability that all are empty is

P₀ = lim (1 − A/M)ᴹ = exp(−A),  M → ∞. (8)

All points of the unbounded film are equivalent, so the probability that one point is amorphous equals the expected amorphous fraction, 1 − X = exp(−A). With (7) this is (1).

The quantity A is called the extended fraction. It is the total area of all candidate discs per unit film area, with overlaps counted repeatedly, and it may exceed one. Differentiating 1 − X = exp(−A) gives

dX/dt = (1 − X) dA/dt. (9)

Of the area newly swept by all the discs, the part 1 − X falls on average on amorphous film.

**Where the three comes from**

The Avrami exponent is the logarithmic slope

n = d ln[−ln(1 − X)] / d ln t. (10)

From (1), −ln(1 − X) = K t³. Its logarithm is ln K + 3 ln t, so n = 3 at all times. Rate equations show the origin of the three powers. Per unit film area, let N_c be the number of candidates and S the sum of their radii. Then

dN_c/dt = I,  dS/dt = v N_c,  dA/dt = 2π v S. (11)

The last equation holds because a disc of radius R gains area at the rate 2πRv. Successive integration gives N_c = I t, S = I v t²/2 and dA/dt = π I v² t², which integrates to (7). One power of time comes from continuing nucleation and two from growth in the plane.

If instead all nuclei are present at the start, with density N₀, each disc has area πv²t² and

A = π N₀ v² t²,  n = 2. (12)

The exponent also changes if growth is limited by diffusion, for example when the crystal rejects a component of the film. Take R² = αs, with α a constant. To leading order at small X, where overlap does not matter,

X ≈ I ∫₀ᵗ π α s ds = π I α t²/2. (13)

This again gives two, although nucleation continues. Equation (13) should not simply be put into the exponential: a young disc now spreads faster than an old one, so (6) fails.

The law was tested by a simulation that places nuclei on amorphous area only. In units with I = v = 1, thirty periodic squares of side 30 were followed, with 2500 random probe points in each. For times from 0.4 to 1.4 the coverage differed from (1) by at most 0.0064 in X, and the fitted exponent was 3.014. Including the phantoms in three of the runs shifted no arrival time. Fifteen runs with all nuclei present at the start gave the exponent 1.998. The simulation computes arrivals from (3), so it tests the nucleation statistics and the role of phantoms, while (3) rests on the proof above.

**Times, grain density and temperature**

Solving (1) for the time at which a fraction X is reached gives

t_X = τ [−ln(1 − X)]^(1/3),  τ = K^(−1/3) = [3/(π I v²)]^(1/3). (14)

At t = τ the fraction is 1 − 1/e. Real nuclei form at the rate I(1 − X) per unit film area, so their final density is

N = I ∫₀^∞ exp(−K t³) dt. (15)

Substitute u = K t³. Then t = (u/K)^(1/3) and dt = (1/3) K^(−1/3) u^(−2/3) du, so that

N = I K^(−1/3) (1/3) ∫₀^∞ u^(−2/3) e^(−u) du = I τ Γ(1/3)/3 = Γ(4/3) I τ. (16)

The integral is Γ(1/3), and Γ(4/3) = Γ(1/3)/3 ≈ 0.893. Inserting τ gives

N = Γ(4/3) (3/π)^(1/3) (I/v)^(2/3) ≈ 0.879 (I/v)^(2/3). (17)

The simulation gave 0.884 for the coefficient. Grain density depends on the ratio I/v, whereas the time scale depends on the product I v². A final grain density and a half time therefore determine I and v separately, provided that the model holds.

If I is proportional to exp(−E_I/k_BT) and v to exp(−E_v/k_BT), where k_B is the Boltzmann constant, then (14) gives

τ ∝ exp(E_τ/k_BT),  E_τ = (E_I + 2E_v)/3. (18)

The weights are those of I and v² under the cube root. Within this model, an activation energy obtained from half times is thus a weighted mean of the two barriers. If all nuclei are present at the start, (12) gives a time scale proportional to 1/v, and the half times yield E_v alone. A real nucleation barrier also varies with temperature, so E_I is an effective value for a narrow range.

**A numerical example**

Take a film of thickness h = 5 nm, annealed at 773 K for 60 s, with I = 2.0×10⁻⁵ nm⁻² s⁻¹ and v = 1.00 nm/s. Then

K = π × 2.0×10⁻⁵ × 1.00²/3 = 2.094×10⁻⁵ s⁻³,  τ = 36.3 s. (19)

From (14), one per cent is crystalline after 36.3 × (0.01005)^(1/3) = 7.8 s, half after 36.3 × (0.6931)^(1/3) = 32.1 s, and 99 per cent after 60.4 s. At the end of the anneal K t³ = 2.094×10⁻⁵ × 60³ = 4.52, and X = 1 − exp(−4.52) = 0.989.

The grain density is 0.893 × 2.0×10⁻⁵ × 36.3 = 6.5×10⁻⁴ nm⁻², or one grain per 1540 nm². A circle of that area has a diameter of 44 nm (440 Å), about nine times the film thickness.

With chosen barriers E_I = 3.0 eV and E_v = 2.4 eV, equation (18) gives E_τ = (3.0 + 4.8)/3 = 2.6 eV. A film 5 K hotter has τ = 28.2 s, and one 5 K colder has τ = 46.8 s. At the ideal half time, K t³ becomes (32.1/28.2)³ = 1.47 in the hotter film and (32.1/46.8)³ = 0.32 in the colder one. The fractions are then about 0.77 and 0.28 instead of 0.50. Extrapolation to 400 K gives τ ≈ 2×10¹⁷ s. This is no lifetime prediction, since it assumes unchanged barriers and prefactors far from the anneal temperature.

**Earlier nuclei, incubation and heating**

The remaining corrections are evaluated at the ideal half time, 32.1 s, with I, v and h held fixed unless stated.

Nuclei left by deposition add to the candidates, and the expected numbers add:

A = π N₀ v² t² + K t³,  n = (2π N₀ v² t² + 3K t³)/(π N₀ v² t² + K t³). (20)

The second expression is t(dA/dt)/A, which is (10) written out. For N₀ = 1.0×10⁻⁴ nm⁻², the first term is 0.324 and the second 0.693. The fraction rises from 0.50 to 0.64, and the local exponent falls to 2.68.

An incubation time δ, before which nothing nucleates, replaces t by t − δ in (1). Then −ln(1 − X) = K(t − δ)³, and

n = 3t/(t − δ),  t > δ. (21)

For δ = 5 s the fraction is 0.34 and the exponent 3 × 32.1/27.1 = 3.55. The two effects move the exponent in opposite directions, so a fitted value near three does not by itself establish that both are absent.

Heating has a smaller effect here. For a ramp of 50 K/s from 573 K, ending at t = 0, equations (11) and (9) can be integrated with I and v following the temperature. The fraction at the half time becomes 0.511.

**Finite thickness**

A nucleus at the lower interface does not span the film at birth. Let it grow as a hemisphere of radius vs, with nucleation confined to the amorphous part of that interface. The arguments behind (3) and (6) still hold, since they use only distances, and straight segments stay inside the film. A point at height z can be reached only by nuclei of age s ≥ z/v, whose horizontal distance is at most (v²s² − z²)^(1/2). For vt > z,

A_z = π I ∫ from z/v to t of (v²s² − z²) ds
= π I [v²t³/3 − z³/(3v) − z²t + z³/v]
= π I [v²t³/3 − z²t + 2z³/(3v)]. (22)

For vt ≤ z, A_z = 0. The transformed volume fraction is the average of 1 − exp(−A_z) over z from 0 to h.

At early times, when vt < h and A_z is small, 1 − exp(−A_z) ≈ A_z, and heights up to vt contribute:

X ≈ (π I/h) [v³t⁴/3 − v³t⁴/3 + v³t⁴/6] = π I v³ t⁴/(6h). (23)

The exponent is four, because growth has a third dimension until the crystals span the film. At late times, when vt is much larger than h, (22) is written as K t³ times a bracket. Averaging the bracket with ⟨z²⟩ = h²/3 and ⟨z³⟩ = h³/4 gives

⟨A_z⟩ = K t³ [1 − h²/(v²t²) + h³/(2v³t³)]. (24)

The correction vanishes as (h/vt)², and the exponent three is restored.

In the example a crystal crosses the film in h/v = 5 s. At the half time h/(vt) = 0.156, and (24) lowers the mean extended fraction by 2.2 per cent. The full average gives X = 0.492 instead of 0.500. At 7.8 s, where (1) gives 0.010, the average is 0.0072, lower by 28 per cent of the ideal value. The disc law is thus good for the half time of this film but noticeably less accurate for its onset.

**Birth radius and unequal speeds**

If a nucleus is born with radius r₀, its radius at age s is r₀ + vs, and the candidates have

A₊ = π I ∫₀ᵗ (r₀ + vs)² ds = π I [(r₀ + vt)³ − r₀³]/(3v). (25)

A phantom born near the edge of its host may now protrude by up to r₀. Candidates therefore cover at least as much as real nuclei do, and 1 − exp(−A₊) is an upper bound on X. The ideal law is a lower bound. A real nucleus covers at least its ideal disc, which starts as a point. A candidate that falls inside a crystal forms no nucleus, but its ideal disc would have stayed inside that crystal, because both edges advance at v. The crystals therefore cover all the ideal discs. For r₀ = 1 nm, X at the half time lies between 0.500 and 0.532.

Crystals may also grow faster in some directions. Suppose that every front facing amorphous film advances at a speed between v₋ and v₊, and that the outward corners of faceted crystals, which outrun the facets beside them, also move no faster than v₊. Use the same candidates throughout. Any candidate is either a real nucleus or already inside a crystal. From then on the crystalline region around it expands at least as fast as v₋, so it contains the candidate's disc grown at v₋. Conversely, every crystalline point can be traced back to a real nucleus by a path covered no faster than v₊, so it lies in that nucleus's disc grown at v₊. Hence X lies between (1) evaluated with v₋ and with v₊. For speeds within 10 per cent of 1.00 nm/s, corners included, the bounds at the half time are 0.43 and 0.57. Strongly faceted crystals need a wider range: the corners of a growing square move √2 times as fast as its sides.

**A small gate**

Equation (1) gives an average over a large area. A gate later cut from the annealed film samples a small part of it. Let the gate be a square of side a. A candidate of age s has touched it if it was born within the distance vs of the square. That region consists of the square, four strips of area a·vs and four quarter discs of total area πv²s². The probability that the gate is untouched is, as in (8),

P₀ = exp[−I ∫₀ᵗ (a² + 4avs + πv²s²) ds] = exp[−I(a²t + 2avt² + πv²t³/3)]. (26)

For a → 0 this returns 1 − X. For a = 30 nm at 7.8 s, the three terms in the exponent are 0.141, 0.074 and 0.010. Their sum is 0.225, and 1 − exp(−0.225) = 0.20. One gate in five contains some crystal when one per cent of the film has transformed. At the half time the share is 92 per cent. If a single grain in the gate matters, (26) rather than (1) sets the permitted anneal time.

**Relation to real films**

Amorphous oxide layers a few nanometres thick and anneals of seconds to minutes at several hundred degrees Celsius are realistic, as rough values. The rates I and v and the two barriers are not measured data; the rates were chosen to give grains of some tens of nanometres within such an anneal. Real rates depend on composition, thickness, interfaces and any capping layer, so the times above should not be transferred to a particular process. With the errors assumed here, the largest changes of the fraction at the half time come from the temperature, earlier nuclei and incubation. Taken one at a time, they move it from 0.50 to values between 0.28 and 0.77. Other assumed errors could change this order. The remaining quantities are listed in the numerical output.

Calculated quantities

```
Simulation, largest error in X: 0.0064
Simulation, largest phantom shift of arrival: 0.0e+00
Simulated exponent, steady nucleation: 3.014
Simulated exponent, all nuclei at start: 1.998
Grain density, simulated, I=v=1: 0.8837
Grain density, formula, I=v=1: 0.8794
Nucleation rate I: 2.0e-05 nm^-2 s^-1
Growth speed v: 1.00 nm/s
Film thickness h: 5.0 nm
Anneal temperature: 773 K
Anneal time: 60 s
Rate constant pi I v^2/3: 2.0944e-05 s^-3
Time scale tau (X = 1-1/e): 36.28 s
Time to X = 0.01: 7.83 s
Time to X = 0.50: 32.11 s
Time to X = 0.99: 60.36 s
X after the anneal: 0.9892
Final grain density: 6.479e-04 nm^-2
Mean grain area: 1543 nm^2
Equivalent grain diameter: 44.3 nm
Equivalent grain diameter: 443 angstrom
Activation energy, nucleation: 3.00 eV
Activation energy, growth: 2.40 eV
Activation energy, time scale: 2.60 eV
Time scale at 5 K hotter: 28.23 s
Time scale at 5 K colder: 46.77 s
Time scale at 400 K, extrapolated: 2e+17 s
Below, X at the ideal half time (ideal X = 0.5) unless stated
Heating ramp: 50 K/s from 573 K
X with heating ramp: 0.5107
Density of earlier nuclei: 1.0e-04 nm^-2
X with earlier nuclei: 0.6383
Local exponent with earlier nuclei: 2.682
Incubation time: 5.0 s
X with incubation: 0.3411
Local exponent with incubation: 3.553
Time to cross the film h/v: 5.0 s
X with hemispherical start: 0.4921
Same, at the ideal time for X = 0.01: 0.00723
Exponent of hemispheres at 0.5 s: 4.000
Birth radius: 1.0 nm
Upper bound on X, birth radius: 0.5323
X with front speed 10% lower: 0.4296
X with front speed 10% higher: 0.5677
Gate side: 30 nm
Gates touched by crystal when X = 0.01: 0.2011
Gates touched by crystal when X = 0.50: 0.9186
```
